# The ceiling on internal temperature rise in a reacting porous pellet

## The decision and the rule

A calculation of vapour infiltration into a porous pellet can treat the interior as isothermal, or it can carry a heat balance alongside the diffusion balance. The choice can usually be made before the full rate law is known, from a ceiling on the temperature rise and an estimate of the activation energy. Compute

$$\Delta T_{\max}=\frac{Q D C_s}{\lambda}, \tag{1}$$

where $Q=-\Delta H$ is the heat released per mole of gaseous reactant consumed, $D$ is the effective diffusivity, $\lambda$ the effective thermal conductivity, and $C_s$ the reactant concentration in the gas at the pellet surface. In the steady model below, no interior point is hotter than the surface by more than this amount.

To judge whether it matters, suppose the rate constant varies as $\exp(-E/R_gT)$, with activation energy $E$ and gas constant $R_g$. Between surface temperature $T_s$ and a higher temperature $T$ its logarithm grows by

$$\frac{E}{R_g}\left(\frac1{T_s}-\frac1T\right)=\frac{E(T-T_s)}{R_gT_sT}\le\frac{E\,\Delta T_{\max}}{R_gT_s^2}. \tag{2}$$

If the last expression is well below the accuracy wanted in the rate, an isothermal interior normally suffices. If not, the heat balance still need not be solved separately, because temperature is an explicit function of concentration.

The estimate assumes that the rate constant carries the main temperature dependence and that the overall rate responds smoothly to it. A reactant that strongly inhibits its own reaction can give a pellet both a slow and a fast steady state. Near the point where the slow state disappears, even a small temperature rise can tip the pellet into the fast state and change the overall rate by much more than (2) suggests, so (9) below should be used there. Strong inhibition can amplify the change even when the steady state is unique: for a sphere with rate proportional to $C/(1+12C/C_s)^2$, $E=20R_gT_s$ and $\Delta T_{\max}/T_s=0.0025$, the logarithm of the overall rate changes by up to about 0.13, against 0.05 from (2). Use (9) for any strongly inhibited law.

## Derivation for any shape and rate law

Let $S$ be the moles of reactant consumed per pellet volume and time. It may depend on concentration $C$, temperature $T$ and position. Assume a steady state, one overall reaction, constant $D$, $\lambda$ and $Q$, equal local gas and solid temperatures, and negligible heat carried by moving gas. The reactant flux is $-D\nabla C$ and the heat flux is $-\lambda\nabla T$. The divergence of the first equals $-S$, and that of the second equals $+QS$:

$$D\nabla^2C=S,\qquad \lambda\nabla^2T=-QS. \tag{3}$$

Multiply the first equation by $Q$ and add the second. The rate cancels:

$$\nabla^2(\lambda T+QDC)=0. \tag{4}$$

Now let $C=C_s$ and $T=T_s$ over the whole surface, and define

$$W=\lambda(T-T_s)+QD(C-C_s). \tag{5}$$

Subtracting constants does not alter (4), so $\nabla^2W=0$ inside, while $W=0$ on the surface. Integrating $\nabla\cdot(W\nabla W)=|\nabla W|^2+W\nabla^2W$ over the pellet gives

$$\int|\nabla W|^2\,dV=\oint W\,\nabla W\cdot d\mathbf A-\int W\nabla^2W\,dV=0. \tag{6}$$

The surface term vanishes because $W=0$ there, and the volume term because $W$ is harmonic. Hence $W$ is constant, and its surface value makes that constant zero. Solving (5) for temperature,

$$T-T_s=\frac{QD}{\lambda}(C_s-C). \tag{7}$$

Physically, each mole diffusing inward delivers heat $Q$ that must be conducted out. The two transport processes share the same geometry, so the geometry drops out.

Equation (7) becomes a ceiling once $C\ge0$ is established. A physical rate law cannot consume absent reactant, so set $S=0$ for $C\le0$. Let $m=\max(-C,0)$, which vanishes at the surface. Multiply the diffusion balance by $m$ and integrate by parts. Where $m>0$, $\nabla m=-\nabla C$, so

$$D\int|\nabla m|^2\,dV=\int mS\,dV=0. \tag{8}$$

Thus $m=0$ everywhere and $C\ge0$. For $Q>0$, (7) then gives $T-T_s\le\Delta T_{\max}$.

If also $S\ge0$, let $p=\max(C-C_s,0)$. The same operation gives $-D\int|\nabla p|^2dV=\int pS\,dV\ge0$, so $p=0$ and $C\le C_s$. An exothermic reaction therefore leaves no interior point cooler than the surface. For $Q<0$ both sides of (7) change sign, and $|\Delta T_{\max}|$ limits the cooling.

For a reversible reaction with constant equilibrium concentration $C_{eq}<C_s$, the rate is negative below $C_{eq}$ and positive above it. Replacing $m$ by $\max(C_{eq}-C,0)$ makes the right side of (8) nonpositive while the left side is nonnegative. Therefore $C\ge C_{eq}$, and the ceiling falls to $QD(C_s-C_{eq})/\lambda$.

## Use in a solver

Substitute (7) into the rate law and solve one equation:

$$D\nabla^2C=S\!\left(C,\;T_s+\frac{QD}{\lambda}(C_s-C),\;\mathbf x\right). \tag{9}$$

Nothing is lost. Taking the Laplacian of (7) gives $\lambda\nabla^2T=-QD\nabla^2C=-QS$, so every solution of (9) also satisfies the heat balance.

A separate heat calculation is useful for checking code. In a sphere of radius $R$, integrating the heat balance from the centre gives $\lambda r^2T'(r)=-Q\int_0^r s^2S(s)\,ds$. Divide by $\lambda r^2$, integrate from $0$ to $R$, and exchange the order of integration. The inner integral is $\int_s^R dr/r^2=1/s-1/R$, hence

$$T(0)-T_s=\frac Q\lambda\int_0^R s\left(1-\frac sR\right)S(s)\,ds. \tag{10}$$

The table compares sphere solutions for seven rate laws. Here $c=C/C_s$, $u=(T-T_s)/\Delta T_{\max}$, and rates are in units of $DC_s/R^2$. The last column comes from (10), not from (7).

| Scaled rate | $c(0)$ | $u(0)$ |
|---|---:|---:|
| $25c$ | 0.0674 | 0.9326 |
| $400c$ | 0.0000 | 1.0000 |
| $10\sqrt c$ | 0.1018 | 0.8982 |
| $60c/(1+4c)^2$ | 0.4991 | 0.5009 |
| $2c\,e^{3u/(1+0.3u)}$ | 0.4401 | 0.5599 |
| $20c\,e^{-2u/(1-0.2u)}$ | 0.3801 | 0.6199 |
| $100(c-0.2)$ | 0.2007 | 0.7993 |

The fifth law is an exothermic Arrhenius case, and the sixth is its heat-absorbing counterpart, for which $u$ is cooling divided by the cooling limit. In every row the two columns add to one. The rise itself varies from row to row: kinetics decides how much of the ceiling is used, but not where the ceiling lies. The reversible law stays below its reduced limit of 0.8.

The condition on absent reactant also matters numerically. With constant $S$, integrating $(r^2C')'=r^2S/D$ twice, with zero slope at the centre, gives $C=C_s-S(R^2-r^2)/(6D)$. For $S=9DC_s/R^2$ the centre has $c=-0.5$ and $u=1.5$. Equation (7) still holds, but the ceiling is broken because the rate law is unphysical there. A zero-order law must be switched off when the reactant runs out.

## How closely the ceiling is approached

For a first-order rate $S=kC$ with constant $k$ in a sphere, put $f=rC$. Since $\nabla^2C=f''/r$, the balance becomes

$$f''=\frac kD f=\frac{\phi^2}{R^2}f,\qquad \phi=R\sqrt{\frac kD}. \tag{11}$$

A finite central concentration requires $f(0)=0$, so $f$ is proportional to $\sinh(\phi r/R)$. Matching $C(R)=C_s$ gives

$$\frac{C(r)}{C_s}=\frac{R\sinh(\phi r/R)}{r\sinh\phi},\qquad \frac{C(0)}{C_s}=\frac{\phi}{\sinh\phi}. \tag{12}$$

The central rise is therefore $\Delta T_{\max}(1-\phi/\sinh\phi)$. For small $\phi$, $\sinh\phi\approx\phi+\phi^3/6$, and the rise is about $\phi^2\Delta T_{\max}/6$: little reactant is consumed on the way in. For large $\phi$, $\sinh\phi\approx e^\phi/2$, and the shortfall from the ceiling is about $2\phi e^{-\phi}$ of $\Delta T_{\max}$. Faster reaction then hardly changes the central temperature, because the centre is already almost free of reactant and (7) leaves no further rise.

The inward molar flux at the surface follows by differentiating (12):

$$n_s=D\left.\frac{dC}{dr}\right|_R=\frac{DC_s}{R}(\phi\coth\phi-1). \tag{13}$$

Unlike the central rise, this flux keeps growing with $\phi$ at fixed $C_s$. That matters for the gas film outside the pellet.

## When the surface or the transport is not uniform

**Surface concentration.** Keep $T_s$ uniform but let the surface concentration vary. Let $H$ be the harmonic function inside the pellet that equals the surface concentration on the boundary. Then $\lambda(T-T_s)+QD(C-H)$ is harmonic and zero on the boundary, so by (6)

$$T-T_s=\frac{QD}{\lambda}(H-C). \tag{14}$$

A harmonic function does not exceed its largest boundary value, so the largest surface concentration gives a safe ceiling for $Q>0$.

This was tested on a square of unit side whose surface concentration was $1-0.5x$, for which $H=1-0.5x$ throughout. The rate, in units of $D$ times the largest surface concentration over side squared, was $15(1+x)(1+0.5y)c\exp[u/(1+0.2u)]$. Concentration was found by finite differences and temperature by a sine expansion. The largest departure from (14) was $3.4\times10^{-4}$ of the ceiling. Using the mean surface concentration in (7) instead gave errors of up to 0.244 of the ceiling at the interior grid points.

**Transport properties.** When $D$ and $\lambda$ vary, (4) no longer follows in a general shape. In a symmetric sphere, however, adding the balances gives $[r^2(\lambda T'+QDC')]'=0$. The bracketed quantity $r^2(\lambda T'+QDC')$ vanishes at the centre and is therefore zero at every radius, so

$$T(0)-T_s=\int_0^R\frac{QD}{\lambda}\frac{dC}{dr}\,dr. \tag{15}$$

If $S\ge0$, then $C$ rises outward, and the largest local $D/\lambda$ gives a safe ceiling. The surface value need not. For constant $\lambda$, $D=D_0[1-0.7(r/R)^4]$ and $S=20D_0C/R^2$, the central rise was 0.547 of $QD_0C_s/\lambda$. The surface diffusivity would have predicted a limit of 0.300. A pellet with partly blocked outer pores is such a case.

**Several reactions.** Suppose two reactions consume the same gas at nonnegative rates $S_1,S_2$ and release $Q_1,Q_2$ per mole. Let $Q_m$ be the larger heat, assumed positive, and use it in (5). Then

$$\nabla^2W=(Q_m-Q_1)S_1+(Q_m-Q_2)S_2\ge0. \tag{16}$$

Multiplying by $\max(W,0)$ and integrating as before shows that $W\le0$. The equality (7) is lost, but $Q_mDC_s/\lambda$ remains a ceiling.

## Magnesium vapour in porous boron

Consider $\mathrm{Mg(g)+2B\to MgB_2}$ in a boron sphere filled with argon. The data are rough typical values: $T_s=1100$ K, surface magnesium pressure 20 Torr in a total of 760 Torr, $Q=230$ kJ/mol, $D=0.20$ cm²/s, $\lambda=0.50$ W/(m K), and $R=5.0$ mm. The ideal-gas law gives $C_s=0.2915$ mol/m³. With $D=2.0\times10^{-5}$ m²/s,

$$\Delta T_{\max}=\frac{(2.30\times10^5)(2.0\times10^{-5})(0.2915)}{0.50}\approx2.7\ \mathrm K. \tag{17}$$

This number needs neither the radius nor a rate constant. For (2), $\Delta T_{\max}/T_s=0.0024$. Even an activation energy of $20R_gT_s$ would change the logarithm of the rate constant by at most about 0.05 across the pellet. An isothermal interior is a sound approximation here unless the rate is wanted to a few per cent.

To obtain an actual rise, take a first-order law with $\phi=5$, a model choice that corresponds to $k=20$ s⁻¹. The central rise is $0.9326\times2.68\approx2.5$ K.

## The film outside the pellet

The surface is not at furnace temperature. From (13), the magnesium flux is $4.67\times10^{-3}$ mol/(m² s). In steady state all the reaction heat crosses the surface, so the external temperature difference is $Qn_s/h$, where $h$ is the film heat-transfer coefficient.

For still gas around a sphere, conduction contributes $\lambda_g/R$, since the steady temperature excess falls as $1/r$. For a small difference from large surroundings, radiation contributes $4e\sigma T_s^3$, the derivative of $e\sigma T^4$. Here $\sigma$ is the Stefan–Boltzmann constant, the emissivity is $e=0.8$ and the gas conductivity is $\lambda_g=0.045$ W/(m K), both rough. Together they give $h\approx250$ W/(m² K), and

$$T_s-T_f=\frac{(2.30\times10^5)(4.67\times10^{-3})}{250}\approx4.3\ \mathrm K, \tag{18}$$

where $T_f$ is the furnace temperature. In this example the film difference exceeds the internal one, and the centre is about 6.8 K above the furnace.

The same $1/r$ argument for diffusion gives $n_s=D_g(C_\infty-C_s)/R$, with $C_\infty$ the concentration far away and $D_g=1.8$ cm²/s in free gas. To hold 20 Torr at the surface, the distant magnesium pressure must be 28.9 Torr (28.6 Torr if the one-way flow discussed below is included in the film). Inserting the distant value in (1) would raise the internal ceiling by the factor $28.9/20$, which is safe but loose.

A ceiling relative to the furnace follows by writing $n_s=k_m(C_\infty-C_s)$, where $k_m$ is the film mass-transfer coefficient, and adding both contributions:

$$T-T_f\le Q\left[\frac{k_m}{h}(C_\infty-C_s)+\frac D\lambda C_s\right]\le QC_\infty\max\left(\frac{k_m}{h},\frac D\lambda\right). \tag{19}$$

The last step holds because the bracket is linear in $C_s$ between $0$ and $C_\infty$, so its maximum is at an end. This form assumes uniform film coefficients and a uniform surface state. Here $k_m=D_g/R$, so $k_m/h\approx1.4\times10^{-4}$ against $D/\lambda=4.0\times10^{-5}$, in the same SI units. The film sets this wider ceiling.

## Sizes of the neglected effects

**One-way flow.** If argon stays still while magnesium moves, molecular diffusion gives a magnesium flux in the $r$ direction $n=-Dc_tx'+xn$, where $x$ is the mole fraction and $c_t$ the total gas concentration, taken constant. Hence $n=-Dc_tx'/(1-x)$. The sphere balances give $\lambda T'=Qn$, and integration yields

$$T(0)-T_s=\frac{QDc_t}{\lambda}\ln\frac{1-x(0)}{1-x_s}. \tag{20}$$

With $x(0)=0$ and $C_s=c_tx_s$, the ceiling is multiplied by $-\ln(1-x_s)/x_s$. For $x_s=20/760$ this adds 1.3%. Collisions with pore walls and pressure gradients are outside this estimate.

**Warmer gas.** Let $D=D_s(T/T_s)^{1.7}$ with constant $\lambda$, and put $b=QD_sC_s/(\lambda T_s)$. Moving the temperature factor to the left of $\lambda\,dT=-QD\,dC$ and integrating to zero concentration gives

$$\frac{1-(T/T_s)^{-0.7}}{0.7}=b,\qquad \frac T{T_s}=(1-0.7b)^{-1/0.7}. \tag{21}$$

For small $b$ the rise is $T_s(b+0.85b^2)$. The correction here is 0.21% of the ceiling. For $b\ge1/0.7$, (21) supplies no finite ceiling. These results rest on the flux law $-D\nabla C$. At uniform total pressure the flux is instead $-Dc_t\nabla x$ with $c_t\propto1/T$, which replaces the exponent 1.7 by 0.7. The rise is then $T_s[(1+0.3b)^{1/0.3}-1]\approx T_s(b+0.35b^2)$, a correction of only 0.09% here, and it stays finite for every $b$. In either case, constant-property formulas should not be used for very large predicted rises.

**Gas energy and reverse reaction.** The sensible heat of monatomic magnesium over the internal rise, $\tfrac52R_g\Delta T_{\max}$ per mole, is 0.024% of $Q$. Treating a rough decomposition pressure of 0.2 Torr over the product as $C_{eq}$ lowers the ceiling by 1.0%. This is an upper figure: that pressure belongs to decomposition into a higher boride, and unreacted boron can keep taking up magnesium below it.

**Time dependence.** In a transient, $\varepsilon\,\partial C/\partial t$ and $\rho c\,\partial T/\partial t$ join the balances, where $\varepsilon$ is porosity and $\rho c$ heat capacity per pellet volume. If gas stored at $C_s$ reacts before heat escapes, it raises the temperature by

$$\frac{Q\varepsilon C_s}{\rho c}=\mathrm{Le}\,\Delta T_{\max},\qquad \mathrm{Le}=\frac{\varepsilon\lambda}{D\rho c}. \tag{22}$$

The steady ceiling can therefore be exceeded when $\mathrm{Le}>1$. A slab of half-thickness $L$, initially at $T_s$ and filled with gas at $C_s$, was given a constant first-order coefficient $100D/L^2$. For $\mathrm{Le}=3$ the peak rise was 2.84 times the steady ceiling before the centre settled to 1.00.

The boron pellet has $\varepsilon=0.60$, solid density 2400 kg/m³ and heat capacity 2000 J/(kg K), so $\mathrm{Le}=0.0078$ (the heat capacity is a low round figure; a value nearer 2400 at this temperature gives about 0.0066 and lengthens the thermal times below by about a fifth). The same start then produced a peak of 1.000, with no visible excess. This does not cover sudden changes in surface conditions or temperature-dependent rates.

**Consumption of boron.** The steady balances describe a snapshot while the solid changes slowly. The slowest thermal mode of a sphere with fixed surface temperature, proportional to $\sin(\pi r/R)/r$, decays in a time $R^2\rho c/(\pi^2\lambda)=9.7$ s. Letting the surface exchange heat through the film described above lengthens this to about 20 s. The magnesium capacity per pellet volume is $(1-\varepsilon)\rho_B/(2M_B)$, where $\rho_B$ and $M_B$ are the density and molar mass of boron. Dividing by the surface rate $kC_s$ gives about 7600 s. For the chosen rate, temperature therefore adjusts much faster than the solid is used up.

## Reading the result for a real preform

The reaction of magnesium vapour with boron is a real route to magnesium diboride, but the numbers above belong to this model. The least secure inputs are $Q$, $D$ and $\lambda$, which depend on the thermochemical data, packing and pore size. Their effect is direct: halving $\lambda$ with the rest fixed doubles the ceiling to about 5.4 K. The assumption that fails most plainly as infiltration proceeds is the fixed pore structure. With a product density of 2600 kg/m³, the solid volume grows by a factor of 1.96, and at fixed outer size the porosity falls from 0.60 to 0.22. At fixed $\lambda$ and $C_s$, the ceiling falls in proportion to a uniform $D$; if the blockage is uneven, use the largest local $D/\lambda$ in a symmetric pellet. Intermediate borides, cracking and complete pore closure need a model of the changing solid. The numerical output below gives the remaining inputs and values.

## Calculated quantities

```
Sphere: centre C/Cs and |centre temperature change|/ceiling
  first order: 0.0674, 0.9326
  fast first order: 0.0000, 1.0000
  half order: 0.1018, 0.8982
  adsorption-inhibited: 0.4991, 0.5009
  Arrhenius, exothermic: 0.4401, 0.5599
  Arrhenius, endothermic: 0.3801, 0.6199
  reversible, Ceq=0.2 Cs: 0.2007, 0.7993
Unclamped zero order: centre C/Cs = -0.500, rise/ceiling = 1.500
Depth-dependent D: rise/(ceiling from largest D) = 0.547
  Ceiling from surface D/ceiling from largest D = 0.300
Square, surface C slope 0.0: largest error/ceiling = 5.6e-04
Square, surface C slope 0.5: largest error/ceiling = 3.4e-04
  Error if mean surface C is used/ceiling = 0.244
Transient, Le = 3: peak rise/ceiling = 2.841, final centre = 1.000
Transient, example Le = 0.0078: peak rise/ceiling = 1.000
Mg vapour into porous boron: rough inputs
  Surface temperature = 1100 K
  Surface Mg and total pressure = 20, 760 Torr
  Heat released = 230 kJ/mol Mg
  Effective and free-gas D = 0.20, 1.8 cm2/s
  Effective conductivity = 0.50 W/(m K)
  Radius = 5.0 mm; porosity = 0.60
  Boron and MgB2 density = 2400, 2600 kg/m3
  Boron heat capacity = 2000 J/(kg K)
  Emissivity = 0.8; gas conductivity = 0.045 W/(m K)
  Mg decomposition pressure over MgB2 = 0.2 Torr
Results and neglected effects
  Surface Mg concentration = 0.2915 mol/m3
  Internal temperature-rise ceiling = 2.682 K
  First-order modulus phi = 5.0; k = 20.0 1/s
  First-order centre rise = 2.501 K
  Surface Mg flux = 4.665e-03 mol/(m2 s)
  Film heat-transfer coefficient = 250.5 W/(m2 K)
  Surface minus furnace temperature = 4.28 K
  Required Mg pressure far from pellet = 28.9 Torr
  One-way flow raises ceiling by 1.34 %
  D proportional to T^1.7 raises ceiling by 0.21 %
  Decomposition pressure lowers ceiling by 1.00 %
  Gas sensible heat/reaction heat = 0.024 %
  Thermal relaxation time = 9.7 s
  Boron-use time at surface = 7615 s
  Product/boron solid-volume ratio = 1.96
  Porosity after full conversion, fixed outer size = 0.22
```
